# Rice-Wang Work of Grain-Boundary Separation at Fixed Segregant Coverage, part 2

A grain boundary holding substitutional solute is opened isothermally and reversibly into two equivalent free surfaces. We want the ideal work of separation $W$, the change of Helmholtz free energy per unit boundary area, without plastic work. At fixed coverage no solute enters or leaves, and each surface keeps half.

Subscripts $b$ and $s$ denote the boundary and one free surface. $\Gamma$ is the number of solute atoms per area, for the boundary the total before separation. An interface has $n$ sites per area, occupation $\theta=\Gamma/n$ and clean free energy $\gamma_0$. Sites match when $n_b=2n_s$. The segregation free energy per atom from the bulk, $g$, is negative for attraction and omits the entropy of mixing. The exchange potential $\mu$ is the free energy of replacing a host atom by solute, with $\mu=kT\ln[x/(1-x)]$ in a dilute bulk of solute fraction $x$.

With a reservoir, the interface free energy $\gamma$ obeys

$$d\gamma=-\Gamma\,d\mu. \tag{7}$$

At given coverage one uses

$$f=\gamma+\mu\Gamma, \tag{8}$$

with $df=\mu\,d\Gamma$. Then

$$W(\Gamma)=2f_s(\Gamma/2)-f_b(\Gamma), \tag{11}$$

$$W(\Gamma)=W(0)-\int_0^\Gamma\left[\mu_b(\Gamma')-\mu_s(\Gamma'/2)\right]d\Gamma', \tag{14}$$

where $W(0)=2\gamma_{s0}-\gamma_{b0}$. Equation (14) allows for interactions and lets atoms rearrange on each surface.

For independent sites,

$$f=\gamma_0+g\Gamma+kT\left[\Gamma\ln\frac{\Gamma}{n}+(n-\Gamma)\ln\left(1-\frac{\Gamma}{n}\right)\right], \tag{16}$$

$$\mu=g+kT\ln\frac{\theta}{1-\theta}. \tag{17}$$

If their numbers also match, the linear law holds:

$$W(\Gamma)=W(0)-(g_b-g_s)\,\Gamma. \tag{1}$$

Otherwise $kT\,C$ is added, which can be trusted only when $\theta\gg x$ at the boundary:

$$C=\Gamma\ln\frac{n_b}{2n_s}+(2n_s-\Gamma)\ln\left(1-\frac{\Gamma}{2n_s}\right)-(n_b-\Gamma)\ln\left(1-\frac{\Gamma}{n_b}\right). \tag{20}$$

The "interacting row" in the numerical output is an earlier test of (14): a row of 4000 boundary sites with 1000 atoms, and an energy for each occupied neighbouring pair, is cut into two equal surface rows.

### The energy cycle for an atomistic calculation

At zero temperature the segregation energies are differences of total energies. Let $E_b$, $E_s$ and $E_{\rm bulk}$ be the relaxed energies of a cell with a boundary, of the separated pieces, and of the bulk. The argument 1 or 0 says whether one host atom has been replaced by solute. Then

$$g_b=[E_b(1)-E_b(0)]-[E_{\rm bulk}(1)-E_{\rm bulk}(0)], \tag{24}$$

$$g_s=[E_s(1)-E_s(0)]-[E_{\rm bulk}(1)-E_{\rm bulk}(0)]. \tag{25}$$

The bulk bracket cancels in the difference. Rearranging what remains gives

$$-(g_b-g_s)=[E_s(1)-E_b(1)]-[E_s(0)-E_b(0)]. \tag{26}$$

The right-hand side is the energy of separation with solute minus that without it. A calculation that needs the change of work alone can therefore omit the bulk cells. The bulk reference is still needed to predict how much solute the boundary will hold.

This cycle was tested on a chain of 24 atoms with Morse interactions between first and second neighbours. The host pair depth and rest length were both 1, and the Morse decay constant was 4. Pairs crossing the central boundary had their depth multiplied by 0.6. The solute stood next to the boundary, with a rest length of 1.05 in its pairs. The gap was opened step by step while all other bonds relaxed, and the traction was integrated over the opening. The segregation energies came from separate static calculations.

For a solute with pair depths 0.8 times those of the host, the static energies were $g_b=-0.088$ and $g_s=-0.220$. Their difference predicts a change of work of $-0.132$, and the integrated traction gave the same value. For a factor of 1.3 the energies were $g_b=0.119$ and $g_s=0.299$. The predicted and integrated changes were both $+0.179$.

The second solute is repelled by the boundary, yet it strengthens the boundary when placed there. Whether a solute segregates and whether it weakens the boundary are separate questions: $g_b$ governs the first, $g_b-g_s$ the second.

When several atoms are added at once, total energies give the integrated change directly. For $\nu$ atoms in a boundary cell of area $A$,

$$W(\nu/A)-W(0)=\frac{[E_s(\nu)-E_b(\nu)]-[E_s(0)-E_b(0)]}{A}, \tag{27}$$

apart from thermal terms. Here $E_s$ is the energy of both separated pieces together. Interactions at that coverage are already included. The energy of adding the last atom is a different quantity. It belongs under the integral in (14) and must not be multiplied by the full coverage.

### If the solute is shared unequally

Let a fraction $y$ of the solute stay on one surface and $1-y$ on the other. The surface part of the work is $f_s(y\Gamma)+f_s((1-y)\Gamma)$. Its derivative with respect to $y$ is

$$\Gamma\left[\mu_s(y\Gamma)-\mu_s((1-y)\Gamma)\right]. \tag{28}$$

For independent sites, $\mu_s=g_s+kT\ln[\Gamma_s/(n_s-\Gamma_s)]$ increases with the surface coverage $\Gamma_s$. The derivative is negative for $y<1/2$ and positive for $y>1/2$, so the equal split needs the least work.

If all the solute stays on one surface, which requires $\Gamma\le n_s$, the extra work follows from (16):

$$\Delta W_1=kT\left[\Gamma\ln2+(n_s-\Gamma)\ln\left(1-\frac{\Gamma}{n_s}\right)-(2n_s-\Gamma)\ln\left(1-\frac{\Gamma}{2n_s}\right)\right]. \tag{29}$$

At low coverage this tends to $kT\ln2$ per atom, the cost of fixing on which side each atom ends up. Attraction between solute atoms can make $\mu_s$ of a uniform surface layer decrease with coverage over some range. If the layer is kept uniform, the argument then fails and an unequal split may need less work. If the layer can reach equilibrium by separating into dense and dilute regions, $\mu_s$ is constant over the range where they coexist, and on a large surface no split needs less work than the equal one.

A related correction arises if opening leaves atoms on surface sites that are not the most favourable ones. If each atom ends with an energy $\delta$ above the equilibrium surface state, the energy balance adds $\delta\,\Gamma$ to the work.

### Slow separation with a reservoir

Now let the bulk keep the exchange potential $\mu$ fixed throughout. The work is the change of the interface free energy $\gamma$, which accounts for the solute supplied:

$$W_\mu=2\gamma_s(\mu)-\gamma_b(\mu). \tag{30}$$

For independent sites, solving $\mu=g+kT\ln[\theta/(1-\theta)]$ for the occupation gives

$$\theta=\frac{1}{1+e^{(g-\mu)/kT}}
=\frac{e^{(\mu-g)/kT}}{1+e^{(\mu-g)/kT}}. \tag{31}$$

This is $kT$ times the derivative of $\ln[1+e^{(\mu-g)/kT}]$ with respect to $\mu$. Integrating $d\gamma=-n\theta\,d\mu$ from the clean state at $\mu\to-\infty$ therefore gives

$$\gamma(\mu)=\gamma_0-nkT\ln\left[1+e^{(\mu-g)/kT}\right]. \tag{32}$$

To compare the two constraints, start from a boundary in equilibrium at $\mu$ with coverage $\Gamma$. Consider $f_s(\Gamma_s)-\mu\Gamma_s$ as a function of $\Gamma_s$. Its derivative is $\mu_s(\Gamma_s)-\mu$, which rises through zero at the equilibrium coverage. The minimum value is $\gamma_s(\mu)$. At any other coverage, including $\Gamma/2$, the function is at least as large:

$$2\gamma_s(\mu)\le2f_s(\Gamma/2)-\mu\Gamma. \tag{33}$$

Subtracting $\gamma_b(\mu)=f_b(\Gamma)-\mu\Gamma$ from both sides cancels the terms $\mu\Gamma$ on the right and gives

$$W_\mu\le W(\Gamma). \tag{34}$$

Equality holds when $\Gamma/2$ is already the equilibrium surface coverage. For matched sites that means $g_b=g_s$. If the surface is more attractive it takes up further solute. If it is less attractive it gives some back. Either exchange lowers the work.

### A boundary in an aluminium line

The example is a boundary in an fcc-Al interconnect line at 400 K, where $kT=0.03447$ eV. The lattice constant, 0.405 nm, and the clean energies, 1.1 J/m² for a surface and 0.4 J/m² for the boundary, are rough typical values. The segregant is generic, with round model energies $g_b=-0.30$ eV and $g_s=-0.50$ eV.

The sites are those of (111)-like planes. The area per atom in such a plane is $\sqrt3a^2/4$, so

$$n_s=\frac{4}{\sqrt3\,a^2}=\frac{4}{1.732\times0.1640}=14.08\ \mathrm{nm^{-2}}. \tag{35}$$

The boundary consists of two such planes, and $n_b=2n_s=28.16$ nm⁻². The coverage is half of one plane, $\Gamma=7.040$ nm⁻², which occupies a quarter of the boundary sites. After an equal split a quarter of the sites on each surface is occupied.

The clean work is $W(0)=2\times1.1-0.4=1.80$ J/m². The loss is

$$(g_b-g_s)\Gamma=0.20\times7.040=1.408\ \mathrm{eV/nm^2}. \tag{36}$$

Since 1 eV/nm² is 0.1602 J/m², this is 0.226 J/m². The work at this coverage is 1.57 J/m², a reduction of 12.5 % relative to the clean boundary.

### What the linear law leaves out

The following changes are taken one at a time, with temperature and boundary coverage held at the values above.

- **Site numbers.** If the boundary has $1.5n_s$ sites instead of $2n_s$, (20) gives $C=n_s[2\ln0.75-\ln(2/3)]=-0.170\,n_s$. The work falls by a further 0.013 J/m².
- **One-sided split.** Equation (29) gives $0.432\,n_skT$, which raises the work by 0.034 J/m².
- **Surface repulsion.** Let the energy of the next solute atom added to a surface rise linearly by $w=0.20$ eV from an empty to a full surface. (If the mean energy per atom rose by this amount, the effect would be twice as large.) For a random arrangement, (14) adds $\int_0^\Gamma w\Gamma'/(2n_s)\,d\Gamma'=w\Gamma^2/(4n_s)=0.176$ eV/nm², or 0.028 J/m².
- **Segregation entropy.** An error of one Boltzmann constant per atom in the entropy difference between boundary and surface changes the work by $kT\,\Gamma=0.243$ eV/nm², or 0.039 J/m², of either sign.

Each is between about 6 and 17 % of the calculated loss. They are estimates for the stated parameters, not bounds. The entropy entry shows what is at stake when zero-temperature energies stand in for free energies.

For independent sites, slow separation has a much larger effect. The boundary occupation of one quarter corresponds to

$$\mu=-0.30+0.03447\ln\tfrac13=-0.338\ \mathrm{eV}, \tag{37}$$

and to a bulk solute fraction of $5.5\times10^{-5}$. At this potential the equilibrium occupation of a free surface is 0.991. Equation (32) gives

$$W_\mu-W(0)=-2n_skT\ln\left[1+e^{(\mu-g_s)/kT}\right]+n_bkT\ln\tfrac43. \tag{38}$$

The two terms are $-0.733$ and $+0.045$ J/m². Their sum is $-0.688$ J/m², about three times the loss at fixed coverage, and the work drops to 1.11 J/m².

This size depends on the assumption that solute atoms on a nearly full surface do not repel each other. With the surface repulsion of 0.20 eV from the list above and a random arrangement, the surface would fill only to 0.68. The change would then be $-0.34$ J/m², about 1.7 times the loss at fixed coverage with the same repulsion. The numbers below are again for independent sites.

Reaching this limit takes solute. The surfaces need $28.16\times0.991-7.04=20.87$ more atoms per nm² of boundary. The metal contains $4/a^3=60.2$ atoms per nm³, so the depth that holds this much solute is

$$\frac{20.87}{5.534\times10^{-5}\times60.2}\simeq6.3\times10^3\ \mathrm{nm}, \tag{39}$$

counted over both sides together. This is a lower estimate: giving up all its solute would empty the layer, so a deeper one is needed to keep the potential nearly fixed. A layer as thick as a rough line width of 500 nm holds about 8 % of it. If the surfaces could draw only on such a layer, equilibrium with it would lower the work from 1.57 to no less than 1.53 J/m², and a layer of the depth (39) would give 1.21 J/m². A boundary across the line can draw on metal further along the line, but over micrometres. Other boundaries and interfaces could also supply solute, and the estimate leaves them out.

For supply through the lattice, with diffusivity $D$ and opening time $t$, the amount arriving per area is of order $x(4/a^3)\sqrt{Dt}$. For a surface that takes up solute, as in this example, fixed coverage is a sound assumption with respect to this path when that amount is much smaller than $\Gamma$. A surface that gives solute back can lose much more than this amount, because the metal just beneath it can become far richer in solute than the bulk. No diffusivity has been assumed here, so the example assigns no time to either limit.

### The model beside a real line

The temperature is that of a hot line in service, and the clean energies have the usual size for aluminium. The bulk fraction is that of a trace impurity, far below deliberate alloying additions of around one per cent. The coverage of half a plane was chosen, and the bulk fraction was calculated from it. So small a fraction can sustain this coverage because of the assumed attraction of 0.30 eV. A real boundary has several kinds of site with different energies, and its coverage may have been set at a higher processing temperature. The assumption most open to doubt in a line is that of stopped diffusion. Voids driven by electromigration or stress grow by atomic transport, so solute may move as well. For the example's non-interacting solute, full exchange with a reservoir moves the work from 1.57 to 1.11 J/m². Neither value is a measured fracture energy, since plastic work, oxide films and liner interfaces are absent from the model.

### Using the result

Check first how the segregation energies are defined. If a source lists positive binding energies $B=-g$, the linear law becomes

$$W(\Gamma)=W(0)-(B_s-B_b)\Gamma. \tag{40}$$

Next check what $\Gamma$ counts. It is the total per boundary area before separation, not the coverage of one surface. Entering the surface coverage halves the effect.

The linear law applies when the sites of each interface are equivalent, the segregation energies do not vary with coverage, the site numbers match, the solute is shared equally and exchange of solute with the surroundings is negligible during opening. If the energies vary with coverage or from site to site, use (14), or the total energies in (27) at the actual coverage. Equation (14) assumes that the atoms can rearrange on each surface. If they keep their places, use (27) with that arrangement in the surface cell. If the site numbers differ and the boundary occupation is far above the bulk fraction, add $kT\,C$. If solute can follow the opening, (30) gives the limit of full exchange. The numerical output below lists the values for the chain, the interacting row and the aluminium example.

## Numbers as computed

```
CHAIN TEST (energies in host bond depths)
clean work from traction: 0.64541
solute bond strength / host: 0.8
  segregation energy, boundary: -0.08815
  segregation energy, surface: -0.22021
  minus their difference: -0.13206
  change of work from traction: -0.13206
solute bond strength / host: 1.3
  segregation energy, boundary: 0.11946
  segregation energy, surface: 0.29865
  minus their difference: 0.17919
  change of work from traction: 0.17919
INTERACTING ROW (change of work, kT per boundary site)
occupation: 0.25
g boundary, surface: -1.0, -2.5 kT
neighbour energy boundary, surface: -0.5, 2.0 kT
exact counting: -0.2692
general integral: -0.2699
linear law: -0.3750
EXAMPLE: fcc-Al BOUNDARY
lattice constant (rough): 0.405 nm
surface energy (rough): 1.1 J/m^2
boundary energy (rough): 0.4 J/m^2
g_b, g_s (model): -0.30, -0.50 eV
temperature: 400 K; kT: 0.03447 eV
sites per surface n_s: 14.080 nm^-2
boundary sites n_b: 28.159 nm^-2
coverage: 7.040 nm^-2
site occupation, boundary and surfaces: 0.250
1 eV/nm^2 in J/m^2: 0.16022
clean work W(0): 1.800 J/m^2
loss of work: 1.4080 eV/nm^2 = 0.2256 J/m^2
work W at this coverage: 1.574 J/m^2
relative loss: 12.5 %
NEGLECTED EFFECTS (change of W)
n_b = 1.5 n_s instead of 2 n_s: -0.0132 J/m^2
all solute on one surface: 0.0336 J/m^2
surface repulsion parameter: 0.20 eV
surface repulsion: 0.0282 J/m^2
entropy 1 k_B per atom, +/-: 0.0389 J/m^2
SLOW SEPARATION AT FIXED POTENTIAL
exchange potential: -0.3379 eV
bulk solute fraction: 5.534e-05
equilibrium surface occupation: 0.9910
change of work: -0.6881 J/m^2
work of separation: 1.112 J/m^2
extra solute needed: 20.87 nm^-2
metal depth holding it, both sides: 6262 nm
line width (rough): 500 nm
```
